# The E⊗e Jahn–Teller Hat, Its Warping and Half-Integer Pseudorotation, part 1

(Sections cited here and not found follow in the second part.)

## The surface: cone, trough and three minima

### Theorem

A triangular molecule has an orbitally doubly degenerate electronic state, E, and one doubly degenerate vibration, e, with coordinates $Q_x=\rho\cos\phi$ and $Q_y=\rho\sin\phi$. Let $M$ be the vibrating mass, $K$ the force constant, and $F$ and $G$ the linear and quadratic coupling constants. Hartree atomic units are used, so $\hbar=1$. In two fixed real electronic states, $|1\rangle$ even and $|2\rangle$ odd under a mirror of the triangle, the Hamiltonian is

$$H=\Big(\frac{P_x^2+P_y^2}{2M}+\frac{K\rho^2}{2}\Big)\mathbf 1+a\,\sigma_z+b\,\sigma_x,$$

$$a=F\rho\cos\phi+G\rho^2\cos2\phi,\qquad b=F\rho\sin\phi-G\rho^2\sin2\phi. \tag{1}$$

Assume $F\neq0$ and $2|G|<K$. Then the following holds.

(a) For $G=0$ the lower energy sheet is a hat with a circular trough of radius $\rho_0=|F|/K$. The trough lies below the central cone by the stabilisation energy $E_{\rm JT}=F^2/2K$.

(b) For $G\neq0$ the lower sheet has three equivalent minima, separated by three equivalent saddles. Their depths below the cone and the barrier between minima are

$$E_{\min}=\frac{F^2}{2(K-2|G|)},\qquad E_{\rm sad}=\frac{F^2}{2(K+2|G|)},\qquad \Delta=\frac{2F^2|G|}{K^2-4G^2}. \tag{2}$$

(c) For $G=0$ there is a conserved angular quantum number $j=\pm\frac12,\pm\frac32,\dots$ In a deep hat the low levels are, to leading order,

$$E_{v,j}=-\frac{F^2}{2K}+\omega\Big(v+\frac12\Big)+\frac{j^2}{2M\rho_0^2},\qquad \omega=\sqrt{K/M},\quad v=0,1,\dots \tag{3}$$

(d) For $G\ne0$ the coupling mixes $j$ with $j\pm3$. The levels that contain $j=\pm\frac12$ stay doubly degenerate, and the pair $j=\pm\frac32$ splits.

The model contains two electronic states and one vibration. It leaves out spin–orbit coupling, rotation of the whole molecule and motion of the breathing mode. Parts (a) and (b) are proved in this half, and parts (c) and (d) in the second.

### Lemma 1: symmetry gives the form of the coupling

Place the atoms at angles $\theta_i=0,\ 2\pi/3,\ 4\pi/3$ on a circle, and write a displacement in the molecular plane as a complex number $d_i$. The three numbers $d_i$ can be expanded in the three functions $1$, $e^{i\theta_i}$ and $e^{-i\theta_i}$. The first describes translation. The second describes breathing when its coefficient is real and rotation when it is imaginary. The third is the e vibration:

$$d_i=\frac{Q}{\sqrt3}\,e^{-i\theta_i},\qquad Q=Q_x+iQ_y=\rho e^{i\phi}. \tag{4}$$

The factor $1/\sqrt3$ gives $\sum_i|d_i|^2=|Q|^2$. The kinetic energy is therefore $\frac12M(\dot Q_x^2+\dot Q_y^2)$, where $M$ is the mass of one atom. When $\phi$ advances at constant $\rho$, each atom moves on a small circle of radius $\rho/\sqrt3$, and the three atoms differ in phase by $2\pi/3$. This motion is called pseudorotation: the distortion travels round the triangle while the molecule does not turn as a whole.

Now rotate the distorted molecule by $\alpha=2\pi/3$. Atom $i$ takes the place of atom $i+1$ and its displacement is turned, so

$$d'_{i+1}=e^{i\alpha}d_i=\frac{Q}{\sqrt3}e^{i\alpha}e^{-i\theta_i}=\frac{Q}{\sqrt3}e^{2i\alpha}e^{-i\theta_{i+1}}.$$

Since $e^{3i\alpha}=1$, the factor $e^{2i\alpha}$ equals $e^{-i\alpha}$. The rotation therefore acts as $Q\to e^{-i\alpha}Q$. The mirror through atom 0 conjugates the displacements and exchanges the other two atoms, which gives $Q\to Q^*$.

The electronic pair turns under the rotation $R$ like the two components of a vector in the plane:

$$R|1\rangle=\cos\alpha|1\rangle+\sin\alpha|2\rangle,\qquad R|2\rangle=-\sin\alpha|1\rangle+\cos\alpha|2\rangle.$$

The sense of turning is fixed by the free choice of the sign of $|2\rangle$. With $|\pm\rangle=(|1\rangle\pm i|2\rangle)/\sqrt2$ this becomes $R|\pm\rangle=e^{\mp i\alpha}|\pm\rangle$.

Without a magnetic field and spin–orbit coupling, the electronic matrix in a real basis is real and symmetric. Apart from its mean it is $a\sigma_z+b\sigma_x$. Direct application gives $\sigma_z|+\rangle=|-\rangle$ and $\sigma_x|+\rangle=i|-\rangle$, hence

$$a\sigma_z+b\sigma_x=w\,|-\rangle\langle+|+w^*|+\rangle\langle-|,\qquad w=a+ib. \tag{5}$$

The energy operator must keep its form when nuclei and electrons are rotated together. The electronic factor transforms as

$$R|-\rangle\langle+|R^{-1}=e^{2i\alpha}|-\rangle\langle+|=e^{-i\alpha}|-\rangle\langle+|,$$

so the condition on $w$ is

$$w(e^{-i\alpha}Q)=e^{-i\alpha}w(Q).$$

Among the linear terms, $Q$ satisfies this condition, while $Q^*$ acquires $e^{+i\alpha}$ and is excluded. Among the quadratic terms, $Q^2$ acquires $e^{-2i\alpha}=e^{i\alpha}$ and $QQ^*$ acquires $1$, so both are excluded. The term $Q^{*2}$ acquires $e^{2i\alpha}=e^{-i\alpha}$ and is allowed. Therefore

$$w=FQ+GQ^{*2}=F\rho e^{i\phi}+G\rho^2e^{-2i\phi}. \tag{6}$$

The mirror leaves $a$ unchanged and reverses $b$, so $w(Q^*)=w(Q)^*$, and $F$ and $G$ are real. The real and imaginary parts of (6) are $a$ and $b$ in (1).

The mean of the two sheets, $\bar E$, must be unchanged by both operations. It has no linear term. Its quadratic term is proportional to $|Q|^2$, and its cubic term to ${\rm Re}\,Q^3$:

$$\bar E=\frac{K\rho^2}{2}+C\rho^3\cos3\phi+\dots \tag{7}$$

The elastic constant $C$ is set to zero in the theorem, but it is needed for Na$_3$ below. A linear term is absent from the mean and allowed in the splitting. This is why the degenerate triangle distorts: if $F\neq0$, one of the two sheets falls in proportion to the displacement, while the elastic cost grows as its square. $\square$

### Lemma 2: the two sheets

The matrices $\sigma_z$ and $\sigma_x$ anticommute and each has unit square. Hence $(a\sigma_z+b\sigma_x)^2=(a^2+b^2)\mathbf 1=|w|^2\mathbf 1$. The matrix is traceless, so its eigenvalues are $+|w|$ and $-|w|$. From (6),

$$|w|^2=F^2\rho^2+G^2\rho^4+2FG\,{\rm Re}(Q\cdot Q^2)=\rho^2\big(F^2+G^2\rho^2+2FG\rho\cos3\phi\big).$$

The two sheets are therefore

$$E_\pm=\frac{K\rho^2}{2}\pm\rho S,\qquad S=\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\phi}. \tag{8}$$

The threefold symmetry enters through $\cos3\phi$ alone. $\square$

### Proof of part (a)

With $G=0$, $S=|F|$ and $E_-=\frac12K\rho^2-|F|\rho$, which does not depend on $\phi$. Near $\rho=0$ the two sheets form a cone. The condition $K\rho-|F|=0$ gives $\rho_0=|F|/K$, and then

$$E_-(\rho_0)=\frac{F^2}{2K}-\frac{F^2}{K}=-\frac{F^2}{2K}=-E_{\rm JT}.$$

The linear coupling gains $2E_{\rm JT}$ and the elastic energy takes back half of it. The same result can be written $E_{\rm JT}=\frac12|F|\rho_0$. Directly above the trough, the upper sheet is higher by $2|F|\rho_0=4E_{\rm JT}$. This vertical gap controls how well the two sheets can be treated separately. $\square$

### Proof of part (b)

Write $f=|F|$, $\gamma=|G|$ and $\epsilon={\rm sgn}(FG)$. The angular slope of the lower sheet is

$$\frac{\partial E_-}{\partial\phi}=-\rho\,\frac{-6FG\rho\sin3\phi}{2S}=\frac{3FG\rho^2\sin3\phi}{S}. \tag{9}$$

Away from the points where the sheets touch, a stationary point with $\rho>0$ therefore needs $\sin3\phi=0$, that is, $\cos3\phi=\pm1$. The two signs are treated in turn.

For $\cos3\phi=\epsilon$ the root is a perfect square, with $S=f+\gamma\rho$. The sheet along this direction is

$$E_-=\tfrac12(K-2\gamma)\rho^2-f\rho.$$

Because $K>2\gamma$, it has one minimum, at

$$\rho_{\min}=\frac{f}{K-2\gamma},\qquad E_-=-\frac{f^2}{2(K-2\gamma)}.$$

For $\cos3\phi=-\epsilon$ the root is $S=|f-\gamma\rho|$. For $\rho<f/\gamma$ this gives

$$E_-=\tfrac12(K+2\gamma)\rho^2-f\rho,\qquad \rho_{\rm sad}=\frac{f}{K+2\gamma},\qquad E_-=-\frac{f^2}{2(K+2\gamma)}.$$

The radius $\rho_{\rm sad}$ is smaller than $f/\gamma$, so the assumed range is respected. For $\rho>f/\gamma$ the sheet is $\frac12(K-2\gamma)\rho^2+f\rho$, whose slope is positive, and there is no further stationary point. Each condition on $\cos3\phi$ holds at three angles, which gives three points of each kind.

The curvatures decide their character. The mixed derivative $\partial^2E_-/\partial\rho\,\partial\phi$ is proportional to $\sin3\phi$ and vanishes at these points. The radial second derivatives are $K-2\gamma$ and $K+2\gamma$, both positive. Differentiating (9) once more at $\sin3\phi=0$ leaves

$$\frac1{\rho^2}\frac{\partial^2E_-}{\partial\phi^2}=\frac{9FG\cos3\phi}{S}.$$

This is the force constant for a small displacement $\rho\,d\phi$ along the trough, because the term $\rho^{-1}\partial E_-/\partial\rho$ of the transverse curvature vanishes at a stationary point. At a minimum, $FG\cos3\phi=f\gamma$ and

$$S=f+\frac{\gamma f}{K-2\gamma}=f\,\frac{K-\gamma}{K-2\gamma},\qquad K_\phi=\frac{9\gamma(K-2\gamma)}{K-\gamma}>0. \tag{10}$$

At the other points, $FG\cos3\phi=-f\gamma$ and $S=f(K+\gamma)/(K+2\gamma)$, so the angular force constant is $-9\gamma(K+2\gamma)/(K+\gamma)<0$. These points are saddles. The barrier is the difference of the two depths:

$$\Delta=\frac{f^2}{2}\,\frac{(K+2\gamma)-(K-2\gamma)}{(K-2\gamma)(K+2\gamma)}=\frac{2f^2\gamma}{K^2-4\gamma^2}.\qquad\square$$

For $\gamma\to0$ the barrier goes to zero as $2\gamma\rho_0^2$, the angular force constant goes to zero as $9\gamma$, and the circular trough returns. If $2\gamma$ approaches $K$, the minima move out to infinity and the depth diverges. The second-order model then has to be replaced by one with higher elastic terms.

A set of round parameters shows the sizes. Take $K=1$, $F=0.9$ and $G=0.12$ in arbitrary consistent units. The depths are $0.81/(2\times0.76)=0.533$ at the minima and $0.81/(2\times1.24)=0.327$ at the saddles, and the barrier is $0.206$. The radial and angular force constants at a minimum are $0.760$ and $0.933$. A quadratic coupling of 12% of $K$ thus makes the trough about 23% stiffer along its length than across it. The factor 9 in (10), which comes from differentiating $\cos3\phi$ twice, is responsible.

### Lemma 3: the sign of the electronic state

Write $w=|w|e^{i\chi}$. The electronic matrix is then $|w|(\cos\chi\,\sigma_z+\sin\chi\,\sigma_x)$, and its real lower eigenvector is

$$|\chi\rangle=-\sin\frac\chi2\,|1\rangle+\cos\frac\chi2\,|2\rangle. \tag{11}$$

To verify this, apply the matrix without the factor $|w|$. The first component becomes $-\cos\chi\sin\frac\chi2+\sin\chi\cos\frac\chi2=\sin\frac\chi2$. The second becomes $-\sin\chi\sin\frac\chi2-\cos\chi\cos\frac\chi2=-\cos\frac\chi2$. Both are minus the original components, so the eigenvalue is $-1$.

The half angle in (11) means that a loop on which $\chi$ grows by $2\pi N$ multiplies the real electronic state by $(-1)^N$. On a circle with $\rho<f/\gamma$, the term $FQ$ is the larger part of $w$. The remaining factor $1+GQ^{*2}/FQ$ then has a positive real part and cannot wind around zero. The winding is that of $Q$, so $N=1$ and the state returns with the opposite sign. On a circle with $\rho>f/\gamma$ the term $GQ^{*2}$ is the larger one, so $N=-2$ and the state returns with its original sign.

The change occurs because $w$ has further zeros. Apart from $Q=0$, (8) vanishes at $\rho=f/\gamma$ with $\cos3\phi=-\epsilon$. These are three outer cones, one beyond each saddle. The total wavefunction must be single-valued. For motion inside the outer cones, a nuclear factor that multiplies the real electronic state (11) must therefore change sign when $\phi$ grows by $2\pi$. Its angular dependence is $e^{ij\phi}$ with half-integer $j$. $\square$

## Pseudorotation levels and the Na₃ molecule

The symbols carried over are these. The vibration has the complex coordinate $Q=\rho e^{i\phi}$, mass $M$, force constant $K$ and frequency $\omega=\sqrt{K/M}$. The electronic coupling is $w|-\rangle\langle+|$ plus its Hermitian conjugate, with $w=F\rho e^{i\phi}+G\rho^2e^{-2i\phi}$ and $|\pm\rangle=(|1\rangle\pm i|2\rangle)/\sqrt2$. The linear hat has radius $\rho_0=|F|/K$ and depth $F^2/2K$, and its vertical gap is four times its depth. Warping gives minima and saddles of depth $F^2/[2(K\mp2|G|)]$ and a barrier $\Delta$. The real lower electronic state changes sign on a loop around the central cone. The ratios $D=F^2/(2K\omega)$ and $g=|G|/K$ measure the depth in vibrational quanta and the strength of warping.

Parts (a) and (b) are now proved, and the sign change of the electronic state around the central cone has been shown to require half-integer $j$. What remains is to prove parts (c) and (d) on the levels, and to apply the model to Na$_3$.

All numerical values are calculated from the stated model.
